# Film thickness from a quartz resonator, with two calibration uncertainties

## Problem

A quartz resonator serves as a thickness monitor during film growth. Its bare frequency is $f_0=6.000\times10^{6}$ Hz. After growth the frequency $f$ is lower, and the measured decrease is

$$F=f_0-f=2000\ \text{Hz}.$$

With this sign convention $F$ is positive for added mass. Two calibration values are supplied, each with a standard uncertainty:

- mass sensitivity $S=8.00\times10^{6}$ Hz m²/kg, with $u_S=1.6\times10^{5}$ Hz m²/kg. It is the frequency decrease per added mass per unit area, for small loads;
- film density $\rho=5000$ kg/m³, with $u_\rho=150$ kg/m³.

These are round model values for an unnamed film. The film is uniform and firmly attached to one face. Frequency changes caused by temperature and stress have already been removed, and the errors of $S$ and $\rho$ are independent.

(a) Find the film thickness $d$.

(b) Find the standard uncertainty $u_d$ due to the two calibrations. Which calibration should be improved first?

(c) Explain, with a one-dimensional model of the resonator, why the frequency responds to the mass of a thin film and not to its stiffness. How large is the error made by treating the response as linear?

(d) Is first-order propagation of the uncertainties good enough here?

## Hints

**For (a).** The resonator does not sense thickness directly. Find the mass per unit area first; the density enters afterwards.

**For (b).** Take the logarithm of the thickness formula before differentiating. Ask what independence implies for the mean of the product of the two errors.

**For (c).** Treat the quartz as an elastic plate in shear, free at one face. At the other face, write Newton's second law for a film that moves as a rigid layer.

**For (d).** Expand the thickness to second order in the relative errors and take the mean.

## Full solution

### (a) Thickness

Let $m$ be the film's mass per unit area. A uniform film of thickness $d$ has volume $d$ per unit area, so $m=\rho d$. The definition of the sensitivity gives, for a small load, $F=Sm$. Substituting the first relation into the second,

$$F=S\rho d\quad\Longrightarrow\quad d=\frac{F}{S\rho}.$$

The units are Hz divided by (Hz m²/kg)(kg/m³) = Hz/m, which leaves metres. Numerically,

$$m=\frac{2000}{8.00\times10^{6}}=2.50\times10^{-4}\ \text{kg/m}^2,$$

$$d=\frac{2.50\times10^{-4}}{5000}=5.00\times10^{-8}\ \text{m}=50.0\ \text{nm}.$$

The density must be that of the film as grown. If a film contains pores and the larger density of the compact material is inserted, the formula returns the thickness the same mass would have without pores, which is smaller than the real one.

### (b) Uncertainty from the calibrations

The logarithm turns the quotient into a sum:

$$\ln d=\ln F-\ln S-\ln\rho .$$

Here $F$ is held fixed, because only the calibrations are being examined. For small errors $\delta S$ and $\delta\rho$, differentiation gives

$$\frac{\delta d}{d}=-\frac{\delta S}{S}-\frac{\delta\rho}{\rho}.$$

Both signs are negative: if the value used for $S$ or $\rho$ is too large, the calculated thickness is too small. Squaring,

$$\left(\frac{\delta d}{d}\right)^2=\left(\frac{\delta S}{S}\right)^2+\left(\frac{\delta\rho}{\rho}\right)^2+2\,\frac{\delta S}{S}\,\frac{\delta\rho}{\rho}.$$

Now take the mean over the possible errors. The mean squares of $\delta S$ and $\delta\rho$ are $u_S^2$ and $u_\rho^2$. The errors have zero mean and are independent, so the mean of their product is the product of their means, which is zero. Hence, to leading order,

$$u_d=d\sqrt{\left(\frac{u_S}{S}\right)^2+\left(\frac{u_\rho}{\rho}\right)^2}.$$

The relative uncertainties are

$$\frac{u_S}{S}=\frac{1.6\times10^{5}}{8.00\times10^{6}}=0.020,\qquad \frac{u_\rho}{\rho}=\frac{150}{5000}=0.030 .$$

Taken separately, they contribute $50.0\times0.020=1.00$ nm and $50.0\times0.030=1.50$ nm. Together,

$$u_d=\sqrt{1.00^2+1.50^2}\ \text{nm}=1.80\ \text{nm},$$

or 3.61 % of the thickness. The result is

$$d=(50.0\pm1.8)\ \text{nm},$$

where the second number is one standard uncertainty from the calibrations.

The density should be improved first. It supplies $1.50^2/(1.00^2+1.50^2)=69$ % of the variance. A perfect density would reduce $u_d$ to 1.00 nm, whereas a perfect sensitivity would leave 1.50 nm.

Repeating the frequency reading does not reduce this uncertainty. The same $S$ and $\rho$ enter each evaluation, so their errors shift all the results together.

### (c) Why mass counts, and how linear the response is

**The bare plate.** Model the quartz as a uniform elastic plate occupying $0\le x\le h$, with density $\rho_p$ and shear modulus $\mu_p$. Piezoelectricity, electrodes and the finite width of the plate are left out. The displacement $u$ is parallel to the faces and obeys

$$\rho_p\,\frac{\partial^2u}{\partial t^2}=\mu_p\,\frac{\partial^2u}{\partial x^2}.$$

The face at $x=0$ is free, so the shear stress $\mu_p\,\partial u/\partial x$ vanishes there. This selects

$$u=U\cos(kx)\cos(\omega t),\qquad \rho_p\omega^2=\mu_pk^2,\qquad \omega=2\pi f.$$

If the face at $x=h$ is also free, then $\sin(kh)=0$. The fundamental resonance has $kh=\pi$ and frequency $f_0$. Since $k$ is proportional to $f$, at any other frequency

$$\theta\equiv kh=\pi\frac{f}{f_0}.$$

**The loaded plate.** Let the film move rigidly with the face at $x=h$. The film exerts the stress $\mu_p\,\partial u/\partial x$ on the plate, so the plate exerts the opposite stress on the film. Newton's law per unit area is

$$m\,\frac{\partial^2u}{\partial t^2}\bigg|_{h}=-\mu_p\,\frac{\partial u}{\partial x}\bigg|_{h}.$$

Inserting the cosine solution gives

$$-m\omega^2\cos\theta=\mu_pk\sin\theta ,$$

where the minus sign from differentiating the cosine has cancelled the one on the right. Divide by $\mu_pk\cos\theta$ and use $\omega^2/\mu_p=k^2/\rho_p$:

$$\tan\theta=-\frac{m\omega^2}{\mu_pk}=-\frac{mk}{\rho_p}=-\frac{m}{\rho_ph}\,\theta=-\frac{m}{m_q}\,\theta ,$$

where $m_q=\rho_ph$ is the plate's mass per unit area.

**Small loads.** Write $\theta=\pi-\varepsilon$ with $\varepsilon\ll1$. Then $\tan\theta=-\tan\varepsilon\approx-\varepsilon=\theta-\pi$, with a neglected term of order $\varepsilon^3$. The resonance condition becomes

$$\theta-\pi=-\frac{m}{m_q}\theta\quad\Longrightarrow\quad\theta=\frac{\pi}{1+m/m_q}\quad\Longrightarrow\quad f=\frac{f_0}{1+m/m_q}.$$

The frequency decrease is therefore

$$F=f_0-f=f_0\,\frac{m/m_q}{1+m/m_q}.$$

Its slope at $m=0$ is the sensitivity, $S=f_0/m_q$. For the supplied values the model plate has $m_q=6.000\times10^{6}/(8.00\times10^{6})=0.750$ kg/m². The film is light compared with this, which is why the response is nearly linear.

**Error of the linear law.** Solve the last expression for $m$. Multiplying by $1+m/m_q$ and collecting terms gives $F=(f_0-F)\,m/m_q$. With $m_q=f_0/S$,

$$m=\frac{f_0}{S}\,\frac{F}{f_0-F}=\frac{F}{S}\,\frac{1}{1-F/f_0}.$$

Within this small-load approximation for a rigid film, the linear value $F/S$ equals $m(1-F/f_0)$. It is too low by the fraction $F/f_0$ of the true areal mass. The neglected $\varepsilon^3$ term adds a further fraction of about $(\pi F/f_0)^2/3$, which is negligible at this load but not once $F/f_0$ reaches several per cent. Here

$$\frac{F}{f_0}=\frac{2000}{6.000\times10^{6}}=3.33\times10^{-4},$$

which corresponds to about 0.017 nm in 50 nm. This is far below the calibration uncertainty of 1.80 nm.

**When stiffness would matter.** Now let the film deform. Let its shear modulus be $\mu_f$ and its wave number $k_f$, with $\rho\omega^2=\mu_fk_f^2$. Its outer face is free, so the displacement inside it is proportional to $\cos[k_f(h+d-x)]$. At the interface the stress is

$$\mu_f\frac{\partial u}{\partial x}\bigg|_h=\mu_fk_f\tan(k_fd)\,u(h)=\omega^2\,\rho d\,\frac{\tan(k_fd)}{k_fd}\,u(h).$$

The second equality uses $\mu_fk_f=\rho\omega^2/k_f$. For a rigid film the corresponding stress is $\omega^2m\,u(h)$. Deformation therefore replaces the areal mass $m=\rho d$ by

$$m\,\frac{\tan(k_fd)}{k_fd}\approx m\left[1+\frac{(k_fd)^2}{3}\right].$$

The stiffness enters through $k_f$ alone, and its effect disappears when $k_fd\ll1$, that is, when the film is much thinner than its own shear wavelength. Soft or thick films can violate this condition, and a film that slips on the face violates the assumption of firm attachment. In either case $d=F/(S\rho)$ cannot be trusted.

**Numerical check.** The wave equation was integrated through the plate and a deformable film 50 nm thick, without assuming the film to be rigid. The frequency decrease was 1999.333 Hz. The linear formula converts this to 49.983 nm, which is 0.017 nm below the true thickness, as predicted. This film had a shear modulus of $10^{11}$ Pa. A film of equal mass and thickness with one tenth of that modulus gave the same decrease to within the tolerance of the test: the two values differ by less than $2\times10^{-6}$ of the decrease.

### (d) Is first-order propagation sufficient?

Let $a$ and $b$ be relative deviations of $S$ and $\rho$ from their supplied values. The thickness becomes

$$d(a,b)=\frac{d}{(1+a)(1+b)}.$$

Use $1/(1+a)\approx1-a+a^2$, and the same for $b$. Multiplying and keeping terms up to second order,

$$\frac{d(a,b)}{d}\approx1-a-b+a^2+ab+b^2 .$$

The means of $a$, $b$ and $ab$ vanish for independent errors with zero mean. What remains is

$$\frac{\langle d(a,b)\rangle}{d}\approx1+\left(\frac{u_S}{S}\right)^2+\left(\frac{u_\rho}{\rho}\right)^2=1+0.0004+0.0009=1.0013 .$$

The mean is shifted upwards by 0.065 nm because a reciprocal rises more when its argument falls than it drops when its argument grows by the same amount. The shift is small compared with 1.80 nm and need not be applied.

A numerical average of the full quotient, with normal weights for the errors, gives a mean of 50.065 nm and a standard deviation of 1.809 nm. The first-order value is 1.803 nm, so the full spread is larger by 0.37 % of that value. With both input uncertainties halved, the excess falls to 0.092 %, about one quarter, as expected for a correction of second order. First-order propagation is therefore sufficient.

One qualification belongs to this average. A normal distribution has tails that formally reach $S=0$ or $\rho=0$, where the quotient diverges. The average is meant for errors that stay well away from those unphysical values, and the points used in the calculation do so.

## Variation 1: calibrations that are not independent

**Question.** How does $u_d$ change if the errors of $S$ and $\rho$ have correlation coefficient $r$? What happens if $S$ was itself obtained from a reference film of the same material?

**Solution.** The mean of the product in part (b) is no longer zero. By the definition of $r$, the mean of $\delta S\,\delta\rho$ is $r\,u_Su_\rho$, so

$$\left(\frac{u_d}{d}\right)^2=\left(\frac{u_S}{S}\right)^2+\left(\frac{u_\rho}{\rho}\right)^2+2r\,\frac{u_S}{S}\,\frac{u_\rho}{\rho}.$$

For $r=+1$ the right side is the square of a sum, and $u_d=1.50+1.00=2.50$ nm. For $r=-1$ it is the square of a difference, and $u_d=1.50-1.00=0.50$ nm. The independent value, 1.80 nm, lies between these limits.

Negative correlation arises naturally in the second case. Suppose a reference film of known thickness $d_r$ and the same density produced a decrease $F_r$ on the same resonator. The sensitivity was then calculated as $S=F_r/(\rho d_r)$, so too large a density gives too small a sensitivity. Inserting this $S$ into the thickness formula,

$$d=\frac{F}{\rho}\,\frac{\rho d_r}{F_r}=d_r\,\frac{F}{F_r}.$$

The density cancels, provided that the same value is used in both places and both films really have the same density. The uncertainty of $d$ then comes from $d_r$ and the two frequency decreases. Adding the density uncertainty as if it were independent would be wrong here. The limit of 0.50 nm found above does not apply either: if the errors of $d_r$ and $F_r$ are independent of that of $\rho$, an $S$ obtained in this way has a relative uncertainty at least as large as that of the density, 3 %, and not the 2 % supplied in the problem.

## Variation 2: an uncertain frequency reading

**Question.** The decrease $F$ has an independent standard uncertainty $u_F=1$ Hz. Does it matter? How large would $u_F$ have to be to equal the combined effect of the calibrations?

**Solution.** Restoring the term $\delta F/F$ in the differential of $\ln d$, and again dropping the products of independent errors, gives

$$\left(\frac{u_d}{d}\right)^2=\left(\frac{u_F}{F}\right)^2+\left(\frac{u_S}{S}\right)^2+\left(\frac{u_\rho}{\rho}\right)^2 .$$

One hertz corresponds to a thickness of

$$\frac{1\ \text{Hz}}{S\rho}=\frac{1}{4.00\times10^{10}}\ \text{m}=0.025\ \text{nm}.$$

Added in quadrature to 1.80 nm, this changes nothing at the precision quoted. The monitor can resolve a thickness change much smaller than the uncertainty of the thickness itself: resolution is set by the frequency reading, while accuracy is here set by the calibrations.

The two effects are equal when $u_F/F=0.0361$, which gives $u_F=0.0361\times2000\approx72$ Hz. For a thinner film the threshold falls in proportion to $F$, because the calibration part of $u_d$ shrinks with the thickness while the reading part, $u_F/(S\rho)$, stays fixed. For $u_F=1$ Hz the reading dominates only while $F$ is below $1\ \text{Hz}/0.0361\approx28$ Hz, that is, below about 0.7 nm; beyond that the calibrations take over. A film only a few atomic layers thick need not be uniform or have the supplied density, so in that range the formula itself must be used with care.

The main values used in this sheet are collected in the numerical output below.

## Values computed for the example and the checks

```
Bare frequency f0                    = 6.000e+06 Hz
Frequency decrease F                 = 2000.0 Hz
Fractional decrease F/f0             = 3.333e-04
Mass sensitivity S                   = 8.000e+06 Hz m^2/kg
Standard uncertainty of S            = 1.600e+05 Hz m^2/kg
Relative uncertainty of S            = 2.00 %
Film density rho                     = 5000.0 kg/m^3
Standard uncertainty of rho          = 150.0 kg/m^3
Relative uncertainty of rho          = 3.00 %
Product S*rho                        = 4.000e+10 Hz/m
Film areal mass F/S                  = 2.500e-04 kg/m^2
Film thickness d                     = 5.000e-08 m
Film thickness d                     = 50.00 nm
Contribution of S to u_d             = 1.000 nm
Contribution of rho to u_d           = 1.500 nm
Combined relative uncertainty        = 3.606 %
Combined uncertainty u_d             = 1.803e-09 m
Combined uncertainty u_d             = 1.803 nm
Share of rho in the variance         = 69.2 %
u_d for correlation r = +1           = 2.500 nm
u_d for correlation r = -1           = 0.500 nm
Thickness change for 1 Hz in F       = 0.0250 nm
Model plate areal mass f0/S          = 0.7500 kg/m^2
Model plate density                  = 2500.0 kg/m^3
Model plate thickness                = 3.000e-04 m
Wave equation: drop for film d       = 1999.333 Hz
Linear formula applied to that drop  = 49.9833 nm
Linear reading minus true thickness  = -0.0167 nm
Full expression: mean thickness      = 50.065 nm
Full expression: standard deviation  = 1.809 nm
Spread excess over first order       = 0.370 %
Same, input uncertainties halved     = 0.092 %
```
